# Oscillator strengths from the ground state of hydrogen, part 1

(Sections cited here and not found follow in the second part.)

## Lyman α by hand

Take the nonrelativistic hydrogen atom with a fixed nucleus and no spin, in Hartree atomic units: $H=-\tfrac12\nabla^2-1/r$. The ground state is $\psi=u_{1s}(r)Y_{00}/r$ with $u_{1s}=2re^{-r}$ and $E_{1s}=-\tfrac12$. In the electric dipole approximation the oscillator strength to a final level of energy $E$ is defined as

$$f=2\omega\sum|\langle \text{final}|z|\psi\rangle|^2,\qquad \omega=E-E_{1s},$$

with the sum over the degenerate states of the level. Since $\psi$ is spherically symmetric, $x$ or $y$ in place of $z$ gives the same number.

With $Y_{00}=1/\sqrt{4\pi}$ and $Y_{10}=\sqrt{3/4\pi}\cos\theta$ one has $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$. Orthonormality of the spherical harmonics leaves only $l=1$, $m=0$, with angular factor $1/\sqrt3=0.577350$. For a normalised p-wave radial function $u_p$,

$$f=\tfrac23\,\omega R^2,\qquad R=\int_0^\infty u_p\,r\,u_{1s}\,dr. \tag{1}$$

The p-wave radial equation at energy $E$ is

$$u''+\left(2E+\frac2r-\frac2{r^2}\right)u=0. \tag{2}$$

Try $u=r^2e^{-r/2}$. Then $u''=(2-2r+r^2/4)e^{-r/2}$, while the bracket times $u$ is $(2Er^2+2r-2)e^{-r/2}$. The sum vanishes for $E=-\tfrac18$, so this is the 2p state and $\omega=\tfrac38$ hartree $=10.2043$ eV. With $\int_0^\infty r^je^{-sr}dr=j!/s^{j+1}$,

$$\frac1{N^2}=\int_0^\infty r^4e^{-r}dr=24,\qquad K=\int_0^\infty r^2e^{-r}u\,dr=\frac{4!}{(3/2)^5}=\frac{256}{81}=3.160494 .$$

Since $u_p=Nu$ and $r\,u_{1s}=2r^2e^{-r}$, $R=2NK=1.290266$ bohr, and

$$R^2=\frac4{24}\cdot\frac{2^{16}}{3^8}=\frac{2^{15}}{3^9}=1.664787\ \text{bohr}^2,\qquad f_2=\frac23\cdot\frac38\cdot\frac{2^{15}}{3^9}=\frac{2^{13}}{3^9}=0.416197 .$$

So $f(1s\to2p)=0.4162$ to four figures.

The same two ingredients fix the strength at any energy. Let $u$ be the solution of (2) that starts as $u=r^2+\dots$ at the origin, and write $E=-\kappa^2/2$, $\nu=1/\kappa$. Bound states have $\kappa=1/n$; continuum states with $E=k^2/2$ have $\kappa=-ik$, $\nu=i/k$. In both cases $\omega=(1-\kappa^2)/2$, and (1) with $R=2NK$ reads

$$f=\tfrac43(1-\kappa^2)\,N^2K^2,\qquad K=\int_0^\infty r^2e^{-r}u\,dr. \tag{3}$$

In the continuum $N$ is replaced by the factor $N_E$ that normalises $u$ to $\delta(E-E')$, and (3) gives the density $df/dE$. The integral $K$ is obtained from

$$J(p)=\int_0^\infty r\,e^{-pr}u\,dr,\qquad K=-J'(1).$$

## First derivation: the explicit wave function

### The series

Put $u=r^2e^{-\kappa r}F$. Differentiating twice,

$$u''=e^{-\kappa r}\left[r^2F''+(4r-2\kappa r^2)F'+(2-4\kappa r+\kappa^2r^2)F\right].$$

Equation (2) adds $e^{-\kappa r}(-\kappa^2r^2+2r-2)F$. The constant and $r^2$ terms cancel, and division by $r$ leaves $rF''+(4-2\kappa r)F'-(4\kappa-2)F=0$. With $x=2\kappa r$ and division by $2\kappa$,

$$xF''+(4-x)F'-aF=0,\qquad a=2-\nu .$$

For $F=\sum c_jx^j$, $c_0=1$, the power $x^j$ gives $(j+1)(j+4)c_{j+1}=(j+a)c_j$, so

$$F=M(a,4,x)=\sum_j\frac{(a)_j}{(4)_j\,j!}x^j,\qquad (a)_j=a(a+1)\cdots(a+j-1).$$

For real $\kappa>0$ a series that does not terminate has $c_{j+1}/c_j\to1/j$ with terms of one sign at large $j$, so it grows faster than $e^{\lambda x}$ for any $\lambda<1$, and $u$ grows. Termination needs $a=-m$, that is $\nu=n=m+2\ge2$.

### The dipole integral

Integrate term by term with $s=p+\kappa$, $c=2\kappa$ and $(4)_j=(j+3)!/3!$:

$$J=\sum_j\frac{(a)_j\,3!}{(j+3)!\,j!}\,c^j\,\frac{(j+3)!}{s^{j+4}}=\frac6{s^4}\sum_j\frac{(a)_j}{j!}\left(\frac cs\right)^j=\frac6{s^4}\left(1-\frac cs\right)^{-a}.$$

The last step is the binomial series. Since $s-c=p-\kappa$,

$$J(p)=6\,(p+\kappa)^{-2-\nu}(p-\kappa)^{\nu-2}. \tag{4}$$

For a bound state the sums are finite and (4) holds for all $p>-\kappa$. Its logarithmic derivative is

$$-\frac{J'}{J}=\frac{2+\nu}{p+\kappa}+\frac{2-\nu}{p-\kappa}=\frac{4p-2\nu\kappa}{p^2-\kappa^2}=\frac{4p-2}{p^2-\kappa^2}. \tag{5}$$

At $p=1$ this is $2/(1-\kappa^2)$, and $J(1)=6(1-\kappa^2)^{-2}[(1-\kappa)/(1+\kappa)]^\nu$, so

$$K=\frac{12}{(1-\kappa^2)^3}\left(\frac{1-\kappa}{1+\kappa}\right)^{\nu}. \tag{6}$$

For $n=2$ it gives $12\cdot\frac{64}{27}\cdot\frac19=\frac{256}{81}$, as before.

### The bound-state norm

By the Leibniz rule, with $j$ derivatives on the exponential and $m-j$ on the power,

$$\frac{d^m}{dx^m}\left(x^{m+3}e^{-x}\right)=\sum_j\binom mj(-1)^j\frac{(m+3)!}{(j+3)!}x^{j+3}e^{-x}.$$

Because $(-m)_j/j!=(-1)^j\binom mj$, the coefficients of $M(-m,4,x)$ are $c_j=(-1)^j\binom mj\,3!/(j+3)!$, and comparison gives the Rodrigues form

$$x^3e^{-x}M=\frac{3!}{(m+3)!}\frac{d^m}{dx^m}\left(x^{m+3}e^{-x}\right).$$

Insert it for one factor in $I=\int_0^\infty x^4e^{-x}M^2dx$ and integrate by parts $m$ times. Each boundary term contains at least $x^4$ at the origin and $e^{-x}$ at infinity, so it vanishes:

$$I=\frac{3!\,(-1)^m}{(m+3)!}\int_0^\infty x^{m+3}e^{-x}\frac{d^m}{dx^m}(xM)\,dx .$$

Only the two highest powers of $xM$ survive: $d^m(xM)/dx^m=c_m(m+1)!\,x+c_{m-1}m!$, with $c_m=(-1)^m6/(m+3)!$ and $c_{m-1}=-(-1)^m6m/(m+2)!$. The integral is $c_m(m+1)!(m+4)!+c_{m-1}m!(m+3)!$, and

$$I=\frac{36\,m!}{(m+3)!}\left[(m+1)(m+4)-m(m+3)\right]=\frac{36\,m!\,(2m+4)}{(m+3)!}=\frac{72\,n}{(n+1)n(n-1)} .$$

With $r=nx/2$, $\int u^2dr=(n/2)^5I=9n^5/[4(n^2-1)]$, so

$$N_n^2=\frac{4(n^2-1)}{9n^5}=\tfrac49\kappa^3(1-\kappa^2). \tag{7}$$

### The line strengths

Insert (6) and (7) in (3). The numbers combine to $\frac43\cdot\frac49\cdot144=\frac{2^8}3$ and the powers of $1-\kappa^2$ to $1+1-6=-4$. With $\kappa^3(1-\kappa^2)^{-4}=n^5/(n^2-1)^4$ and $(1-\kappa)/(1+\kappa)=(n-1)/(n+1)$,

$$f_n=\frac{2^8}{3}\frac{n^5}{(n^2-1)^4}\left(\frac{n-1}{n+1}\right)^{2n}=\frac{2^8}{3}\,\frac{n^5(n-1)^{2n-4}}{(n+1)^{2n+4}} . \tag{8}$$

For $n=2$ this is $2^8\cdot2^5/(3\cdot3^8)=2^{13}/3^9$. For nuclear charge $Z$ the substitution $r=\rho/Z$ turns $H$ into $Z^2$ times the hydrogen Hamiltonian in $\rho$; then $\omega\propto Z^2$ and $R^2\propto Z^{-2}$, so $f_n$ does not depend on $Z$ within the nonrelativistic model. For real hydrogen-like ions this holds only while $Z\alpha\ll1$, with $\alpha$ the fine-structure constant: Dirac wave functions in the same dipole formula give, for the two 2p levels together, $0.41619$ at $Z=1$, $0.4152$ at $Z=10$, $0.4096$ at $Z=26$ and $0.391$ at $Z=50$.

### The continuum

Now $u=r^2e^{ikr}M(2-i/k,4,-2ikr)$. It is real, because it solves a real equation with the real start $r^2$. Its amplitude at large $r$ follows from the Euler integral

$$M(a,4,\zeta)=\frac{6}{\Gamma(a)\Gamma(4-a)}\int_0^1e^{\zeta t}t^{a-1}(1-t)^{3-a}dt,\qquad 0<\operatorname{Re}a<4 .$$

To verify it, expand $e^{\zeta t}$ and use $\int_0^1t^{a+j-1}(1-t)^{3-a}dt=\Gamma(a+j)\Gamma(4-a)/\Gamma(4+j)$; the coefficient of $\zeta^j/j!$ becomes $(a)_j/(4)_j$. Here $\operatorname{Re}a=2$.

For $\zeta=-2ikr$ the integrand is analytic and decays in the lower half plane, so the path $[0,1]$ can be replaced by the ray $t=-i\tau$ going down from $0$ and the ray $t=1-i\tau$ coming up to $1$. On the first, $e^{\zeta t}=e^{-2kr\tau}$ confines $\tau$ to order $1/kr$, where $(1+i\tau)^{3-a}\to1$:

$$\int_0^\infty e^{-2kr\tau}(-i\tau)^{a-1}(-i)\,d\tau=(-i)^a\,\Gamma(a)\,(2kr)^{-a},\qquad(-i)^a=e^{-i\pi a/2}=-e^{-\pi/2k}.$$

This ray contributes to $u$, up to relative corrections $O(1/r)$,

$$-\frac{6\,e^{-\pi/2k}}{4k^2\,\Gamma(2+i/k)}\,e^{i[kr+\ln(2kr)/k]} .$$

The second ray carries the extra factor $e^{\zeta}=e^{-2ikr}$, so it yields the $e^{-ikr}$ part of $u$, which must be the complex conjugate since $u$ is real. Hence $u\to A\sin\phi$ with $\phi=kr+\ln(2kr)/k+\delta(k)$, and $A$ is twice the modulus above:

$$A=\frac{3\,e^{-\pi/2k}}{k^2\,|\Gamma(2+i/k)|}. \tag{9}$$

From $\Gamma(2+iy)=(1+iy)\Gamma(1+iy)$ and the reflection formula, $\Gamma(1+iy)\Gamma(1-iy)=iy\,\Gamma(iy)\Gamma(1-iy)=iy\pi/\sin(i\pi y)$, one has $|\Gamma(2+iy)|^2=(1+y^2)\,\pi y/\sinh\pi y$.

For the normalisation, multiply (2) at $E$ by $u_{E'}$, (2) at $E'$ by $u_E$, subtract and integrate; the boundary term at the origin vanishes as $r^3$ or faster:

$$\int_0^{L}u_Eu_{E'}\,dr=\frac{u_Eu'_{E'}-u'_Eu_{E'}}{2(E-E')}\bigg|_{r=L}. \tag{10}$$

At large $L$, $u'\to Ak\cos\phi$. Using $\sin\phi\cos\phi'=\frac12[\sin(\phi+\phi')+\sin(\phi-\phi')]$, $\cos\phi\sin\phi'=\frac12[\sin(\phi+\phi')-\sin(\phi-\phi')]$ and $2(E-E')=(k-k')(k+k')$, the right side is

$$AA'\left[\frac{\sin(\phi-\phi')}{2(k-k')}-\frac{\sin(\phi+\phi')}{2(k+k')}\right].$$

The second term oscillates ever faster in $k'$ and integrates to zero against a smooth function. In the first, $\phi-\phi'$ vanishes at $k'=k$ with slope $L+O(\ln L)$, so $\sin(\phi-\phi')/(k-k')\to\pi\delta(k-k')=\pi k\,\delta(E-E')$. Therefore $N_E^2=2/(\pi kA^2)$. With (9) and $y=1/k$,

$$N_E^2=\frac2{\pi k}\cdot\frac{k^4e^{\pi/k}}9\cdot\frac{1+k^2}{k^2}\cdot\frac{\pi/k}{\sinh(\pi/k)}=\frac49\,\frac{1+k^2}{1-e^{-2\pi/k}}, \tag{11}$$

where $e^{\pi/k}/\sinh(\pi/k)=2/(1-e^{-2\pi/k})$ was used.

The exchange of sum and integral that gave (4) is justified by absolute convergence only for $p>2k$, since $|c|=2k$ and $|e^{-sr}|=e^{-pr}$. But $u$ is bounded, so $J$ is analytic for $\operatorname{Re}p>0$; so is the right side of (4) with principal branches, since $p\pm ik$ has positive real part. Two analytic functions that agree for $p>2k$ agree on the half plane. With $(p+ik)/(p-ik)=e^{2i\arctan(k/p)}$ raised to the power $i/k$,

$$J=\frac{6\,e^{-2\arctan(k/p)/k}}{(p^2+k^2)^2},\qquad K=\frac{12\,e^{-2\arctan k/k}}{(1+k^2)^3},$$

where $K$ follows from (5) with $\kappa^2=-k^2$. Equation (3) then gives

$$\frac{df}{dE}=\frac{2^8}{3}\,\frac{e^{-4\arctan k/k}}{(1+k^2)^4\,(1-e^{-2\pi/k})}. \tag{12}$$

For charge $Z$, $k\to k/Z$ and the density is divided by $Z^2$, so its integral over $E$ is unchanged.

## Second derivation: the equation for the transform

The wave function need not be constructed. The transform obeys a first-order equation, and its singularities carry the behaviour of $u$ at large $r$.

### The equation for $J$

Let $v=ru=r^3+\dots$, so that $J=\int_0^\infty e^{-pr}v\,dr$. From $u=v/r$, $u''=v''/r-2v'/r^2+2v/r^3$, and the last term cancels the centrifugal term of (2). Multiplying by $r^2$,

$$rv''-2v'+(2-\kappa^2r)\,v=0 .$$

The coefficients are linear in $r$. For $p$ large enough that boundary terms at infinity vanish, and with $v(0)=v'(0)=0$, the transforms of $v'$ and $v''$ are $pJ$ and $p^2J$, and a factor $r$ becomes $-d/dp$:

$$-(p^2J)'-2pJ+2J+\kappa^2J'=0\quad\Longrightarrow\quad(p^2-\kappa^2)J'=-(4p-2)J .$$

This is (5). The residue of $(4p-2)/(p^2-\kappa^2)$ at $p=\kappa$ is $(4\kappa-2)/2\kappa=2-\nu$, and at $p=-\kappa$ it is $(-4\kappa-2)/(-2\kappa)=2+\nu$. Integration gives $J=C(p+\kappa)^{-2-\nu}(p-\kappa)^{\nu-2}$. At large $p$ only small $r$ counts, $J\to\int r^3e^{-pr}dr=6/p^4$, so $C=6$. This is (4), valid wherever the integral converges, for negative and positive energy alike, and (6) follows as before.

### Behaviour at large $r$

The functions $\varphi_\pm=r^{\mp\nu}e^{\pm\kappa r}$ satisfy $\varphi_\pm''=[\kappa^2-2/r+\nu(\nu\pm1)/r^2]\varphi_\pm$, since the cross term is $2(\pm\kappa)(\mp\nu)/r=-2/r$. They miss (2) only in the $1/r^2$ term. Write $u=\alpha\varphi_++\beta\varphi_-$ with the condition $\alpha'\varphi_++\beta'\varphi_-=0$. Then (2) becomes $\alpha'\varphi_+'+\beta'\varphi_-'=S/r^2$ with $S=\gamma_+\alpha\varphi_++\gamma_-\beta\varphi_-$ and $\gamma_\pm=2-\nu(\nu\pm1)$. Solving the two linear equations with $W=\varphi_+'\varphi_--\varphi_+\varphi_-'=2\kappa-2\nu/r$,

$$\alpha'=\frac{\varphi_-S}{Wr^2},\qquad\beta'=-\frac{\varphi_+S}{Wr^2}.$$

In the continuum $|\varphi_\pm|=1$, so $|\alpha'|+|\beta'|\le\text{const}\,(|\alpha|+|\beta|)/r^2$; the factor $1/r^2$ is integrable, and $\alpha,\beta$ approach limits with error $O(1/r)$. For real $\kappa$, integrate inward from infinity with $\alpha(\infty)=0$, $\beta(\infty)=1$. In terms of $\beta$ and $\alpha\varphi_+/\varphi_-$ each iteration gains a factor of order $1/r$, so the iteration converges at large $r$, uniformly near a given $E$, to a solution $D=\varphi_-[1+O(1/r)]$ smooth in $E$. A second solution is $G=2\kappa D\int_{r_1}^rds/D^2$, which behaves as $\varphi_+[1+O(1/r)]$ and has $D'G-DG'=-2\kappa$ exactly. In both cases

$$u\to a_+\,r^{-\nu}e^{\kappa r}+b\,r^{\nu}e^{-\kappa r},$$

meaning $u=a_+G+bD$ for negative energy.

The coefficient $a_+$ is read off at $p\to\kappa$. Apply $(-d/dp)^j$ with $j+2>\operatorname{Re}\nu$ and set $p=\kappa+\epsilon$, $\epsilon\to0^+$. From the integral, the most singular term is $a_+\int r^{j+1-\nu}e^{-\epsilon r}dr=a_+\Gamma(j+2-\nu)\,\epsilon^{\nu-2-j}$; the $O(1/r)$ corrections, the other exponential and any finite range of $r$ are less singular. From (4), it is $6(2\kappa)^{-2-\nu}(2-\nu)_j\,\epsilon^{\nu-2-j}$. Since $(2-\nu)_j=\Gamma(j+2-\nu)/\Gamma(2-\nu)$,

$$a_+=\frac{6\,(2\kappa)^{-2-\nu}}{\Gamma(2-\nu)} . \tag{13}$$

### Bound states

The growing part is absent where $1/\Gamma(2-\nu)=0$, at $\nu=n=2,3,\dots$, which is the p spectrum. There $v\to b\,r^{n+1}e^{-\kappa r}$, the integral converges down to $p=-\kappa$, and it diverges there as $b\,(n+1)!\,(p+\kappa)^{-n-2}$. Comparison with (4) gives $b=6(-2\kappa)^{m}/(n+1)!$, $m=n-2$.

Let $E'=E-\eta$ in (10) and take $\eta\to0$. The numerator is $\eta(u'\partial_Eu-u\,\partial_Eu')$, so

$$\int_0^Lu^2dr=\tfrac12\left(u'\,\partial_Eu-u\,\partial_Eu'\right)_{r=L}.$$

At an eigenvalue $u=bD$ and $\partial_Eu=(\partial_Ea_+)G+(\partial_Eb)D+b\,\partial_ED$. The last two terms decay and drop out as $L\to\infty$, which leaves $\frac12b\,\partial_Ea_+(D'G-DG')$:

$$\frac1{N_n^2}=-\kappa\,b\,\partial_Ea_+ .$$

Near the pole, $\Gamma(\epsilon-m)=\Gamma(1+\epsilon)/[\epsilon(\epsilon-1)\cdots(\epsilon-m)]\approx(-1)^m/(m!\,\epsilon)$. Here $2-\nu=-m-(\nu-n)$, so $\epsilon=-(\nu-n)$ and $1/\Gamma(2-\nu)\approx-(-1)^mm!\,(\nu-n)$. From $E=-1/2\nu^2$, $d\nu/dE=\nu^3$. Only the vanishing factor of (13) needs differentiating: $\partial_Ea_+=-6(2\kappa)^{-2-n}(-1)^mm!\,n^3$. The signs $(-1)^m$ in $b$ and $\partial_Ea_+$ cancel, the powers of $2\kappa$ combine to $(n-2)-(n+2)=-4$, and

$$\frac1{N_n^2}=\frac1n\cdot36\cdot\frac{n^4}{16}\cdot\frac{(n-2)!\,n^3}{(n+1)!}=\frac{9n^6}{4\,(n+1)n(n-1)}=\frac{9n^5}{4(n^2-1)} .$$

This is (7), and (8) follows. For $n=2$: $2\kappa=1$, $b=1$, $\partial_Ea_+=-48$, and $1/N^2=24$.

The second derivation has now given the p spectrum, the bound-state norm (7) and the line strengths (8) without constructing the wave function. It remains to obtain the continuum density (12) in the same way, to compare the two derivations, and to find how the total strength divides between lines and continuum.

All numerical values are calculated from the stated model.
